# Gate-length spread from two rough edges averaged over the width: a numerical check

```python
# Result under test: for two independent gate edges, each with rms roughness
# sigma and covariance sigma^2 exp(-|s|/Lam), the gate length averaged over
# width W has standard deviation sigma*sqrt(2R), where
#   R = (2 Lam/W) * [1 - (Lam/W) * (1 - exp(-W/Lam))].
# sigma: one-sigma roughness of one edge; Lam: correlation length;
# L0: nominal gate length; s: separation along the width. Lengths are in nm.
# The program also sizes effects left out of this geometric average.
import numpy as np
from scipy.constants import k as k_B, e as q_e
from scipy.integrate import quad
from scipy.stats import binom

sigma, Lam, W, L0 = 0.6, 20.0, 100.0, 30.0


def reduction(width, corr_len):
    """Closed form: variance of the average / variance at a point."""
    r = corr_len / width
    return 2 * r * (1 - r * (1 - np.exp(-1 / r)))


def reduction_by_quadrature(width, correlation):
    """Double integral of the correlation over the square, by triangles."""
    t, w = np.polynomial.legendre.leggauss(120)
    t, w = (t + 1) / 2, w / 2
    x = width * t[:, None]
    x_other = x * t[None, :]
    weight = width * w[:, None] * x * w[None, :]
    return 2 * np.sum(weight * correlation(x - x_other)) / width**2


def exponential(s):
    return np.exp(-s / Lam)


# Closed form against the defining double integral, narrow to wide gates.
for width in (2.0, 20.0, 100.0, 1000.0):
    direct = reduction_by_quadrature(width, exponential)
    assert abs(direct / reduction(width, Lam) - 1) < 1e-9

R = reduction(W, Lam)
R_direct = reduction_by_quadrature(W, exponential)
pair_integral = quad(lambda s: 2 / W * (1 - s / W) * np.exp(-s / Lam), 0, W)[0]
assert abs(pair_integral / R_direct - 1) < 1e-9
sd = sigma * np.sqrt(2 * R)
assert abs(sd - 0.48) < 0.005
sd_local = np.sqrt(2) * sigma
sd_wide = 2 * sigma * np.sqrt(Lam / W)
sd_naive = sd_local / np.sqrt(W / Lam)

# Limits, checked with the double integral.
assert abs(reduction_by_quadrature(0.02, exponential) - 1) < 1e-3
assert abs(reduction_by_quadrature(2000.0, exponential) * 2000 / (2 * Lam)
           - 1) < 0.02

# Simulated edges: stationary Gaussian Markov process sampled every 1 nm.
rng = np.random.default_rng(12345)
n_gates, step = 40000, 1.0
n_points = int(round(W / step)) + 1
edges = rng.standard_normal((n_points, 2, n_gates))
memory = np.exp(-step / Lam)
for i in range(1, n_points):
    edges[i] = memory * edges[i - 1] + np.sqrt(1 - memory**2) * edges[i]
edges *= sigma
trap = np.ones(n_points)
trap[[0, -1]] = 0.5
trap /= trap.sum()


def width_mean(values):
    return np.tensordot(trap, values, axes=(0, 0))


lag = int(round(Lam / step))
lag_corr = np.mean(edges[0] * edges[lag]) / sigma**2
assert abs(lag_corr - np.exp(-1)) < 0.02
length_dev = edges[:, 1] - edges[:, 0]
mean_dev = width_mean(length_dev)
sd_sim = mean_dev.std()
assert abs(sd_sim / sd - 1) < 0.02        # sampling error is about 0.35 %

# Scatter about the mean of each finite line is smaller than sigma.
edge_mean = width_mean(edges)
window_var = np.mean(width_mean(edges**2) - edge_mean**2)
assert abs(window_var / (sigma**2 * (1 - R)) - 1) < 0.02
rms_window = sigma * np.sqrt(1 - R)
sigma_if_window = sigma / np.sqrt(1 - R)
sd_if_window = sigma_if_window * np.sqrt(2 * R)

# Partly correlated edges.
rho = 0.5
partner_mean = rho * edge_mean[0] + np.sqrt(1 - rho**2) * edge_mean[1]
sd_plus = sd * np.sqrt(1 - rho)
sd_minus = sd * np.sqrt(1 + rho)
assert abs((partner_mean - edge_mean[0]).std() / sd_plus - 1) < 0.02

# Another correlation shape with the same length parameter.
R_gauss = reduction_by_quadrature(W, lambda s: np.exp(-(s / Lam)**2))
sd_gauss = sigma * np.sqrt(2 * R_gauss)

# Conductance of independent slices: harmonic mean of the length.
slice_shift = -2 * sigma**2 / L0
harmonic = 1 / np.mean(width_mean(1 / (L0 + length_dev)))
slice_sim = harmonic - (L0 + mean_dev.mean())
assert abs(slice_sim / slice_shift - 1) < 0.03


# Sideways current flow: Laplace equation with one rippled contact.
def ripple_shift(amplitude, k):
    return -0.5 * amplitude**2 * k / np.tanh(k * L0)


def ripple_shift_laplace(amplitude, k, n_modes=10):
    x = (np.arange(80) + 0.5) * np.pi / (80 * k)
    y = L0 + amplitude * np.cos(k * x)
    columns = [y / L0]
    for n in range(1, n_modes + 1):
        columns.append(np.sinh(n * k * y) / np.sinh(n * k * L0)
                       * np.cos(n * k * x))
    coeff = np.linalg.lstsq(np.array(columns).T, np.ones(80), rcond=None)[0]
    return L0 / coeff[0] - L0


for wavelength in (20.0, 120.0):
    k_test = 2 * np.pi / wavelength
    solved = ripple_shift_laplace(0.2, k_test)
    assert abs(solved / ripple_shift(0.2, k_test) - 1) < 0.02


def spectrum(k):
    return 2 * Lam / np.pi / (1 + (k * Lam)**2)


for s in (10.0, 40.0):
    back = quad(spectrum, 0, np.inf, weight='cos', wvar=s)[0]
    assert abs(back - np.exp(-s / Lam)) < 1e-6

shortest_wave = 2.0
k_max = 2 * np.pi / shortest_wave
mean_kcoth = quad(lambda k: spectrum(k) * k / np.tanh(k * L0),
                  1e-10, k_max, limit=200)[0]
spread_shift = -2 * sigma**2 * mean_kcoth
kept_power = quad(spectrum, 0, k_max, limit=200)[0]
rms_slope = sigma * np.sqrt(quad(lambda k: k**2 * spectrum(k), 0, k_max,
                                 limit=200)[0])
assert rms_slope < 0.3                    # small-slope expansion is usable

# Leakage weights short slices exponentially.
vt_slope, ideality = 5.0, 1.4             # mV/nm, dimensionless
leak = {}
for temperature in (300.0, 358.0):
    b = vt_slope / (ideality * 1e3 * k_B * temperature / q_e)
    shift = -b * sigma**2 * (1 - R)
    leak_dev = -np.log(width_mean(np.exp(-b * length_dev))) / b
    shift_sim = np.mean(leak_dev - mean_dev)
    assert abs(shift_sim / shift - 1) < 0.03
    assert abs(leak_dev.std() / sd_sim - 1) < 0.02
    leak[temperature] = (b, shift, leak_dev.std())

# Threshold spread from length and from two kinds of work-function grain.
grain, contrast, fraction = 5.0, 200.0, 0.6   # nm, mV, dimensionless
n_grains = int(round(W * L0 / grain**2))
vt_length = vt_slope * sd
vt_grain = contrast * np.sqrt(fraction * (1 - fraction) / n_grains)
count = np.arange(n_grains + 1)
prob = binom.pmf(count, n_grains, fraction)
vt_values = contrast * count / n_grains
vt_exact = np.sqrt(prob @ vt_values**2 - (prob @ vt_values)**2)
assert abs(vt_exact / vt_grain - 1) < 1e-8


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Edge roughness, one sigma", sigma, "nm", 1)
show("Correlation length", Lam, "nm", 0)
show("Gate width", W, "nm", 0)
show("Nominal gate length", L0, "nm", 0)
show("Ratio correlation length / width", Lam / W, "", 2)
show("exp(-W/Lam)", np.exp(-W / Lam), "", 6)
show("Variance reduction R, closed form", R, "", 6)
show("Variance reduction R, double integral", R_direct, "", 6)
show("Effective independent segments 1/R", 1 / R, "", 3)
show("Local length variance", 2 * sigma**2, "nm^2")
show("Local length SD", sd_local, "nm")
show("Averaged length variance", sd**2, "nm^2")
show("AVERAGED LENGTH SD", sd, "nm")
show("Averaged length SD, simulated edges", sd_sim, "nm", 3)
print("Number of simulated gates:", n_gates)
show("SD from wide-gate limit", sd_wide, "nm")
show("Wide-gate limit error", 100 * (sd_wide / sd - 1), "%", 1)
show("SD from naive count W/Lam", sd_naive, "nm")
show("Naive count error", 100 * (sd_naive / sd - 1), "%", 1)
show("Edge rms about own 100 nm mean", rms_window, "nm")
show("Ensemble rms if 0.6 nm is about own mean", sigma_if_window, "nm")
show("Averaged SD in that case", sd_if_window, "nm")
show("Edge correlation magnitude tried", rho, "", 1)
show("Averaged SD, positive edge correlation", sd_plus, "nm")
show("Averaged SD, negative edge correlation", sd_minus, "nm")
show("Averaged SD, Gaussian-shaped correlation", sd_gauss, "nm")
show("Mean conductance-length shift, slices", slice_shift, "nm")
show("Shortest roughness wavelength kept", shortest_wave, "nm", 1)
show("Fraction of roughness variance kept", kept_power, "", 3)
show("Rms edge slope with cutoff", rms_slope, "", 3)
show("Mean shift with sideways current", spread_shift, "nm")
show("Threshold slope", vt_slope, "mV/nm", 1)
show("Subthreshold ideality factor", ideality, "", 1)
for temperature, (b, shift, leak_sd) in leak.items():
    tag = f"at {temperature:.0f} K"
    show("Leakage exponent b " + tag, b, "1/nm")
    show("Mean leakage-length shift " + tag, shift, "nm")
    show("Simulated leakage-length SD " + tag, leak_sd, "nm", 3)
show("Grain size", grain, "nm", 1)
show("Work-function contrast as voltage", contrast, "mV", 0)
show("Fraction of high-work-function grains", fraction, "", 1)
print("Number of grains:", n_grains)
show("Threshold SD from averaged length", vt_length, "mV", 2)
show("Threshold SD from grains", vt_grain, "mV", 2)
print("ALL CHECKS PASSED")
```

It prints:

```
Edge roughness, one sigma: 0.6 nm
Correlation length: 20 nm
Gate width: 100 nm
Nominal gate length: 30 nm
Ratio correlation length / width: 0.20
exp(-W/Lam): 0.006738
Variance reduction R, closed form: 0.320539
Variance reduction R, double integral: 0.320539
Effective independent segments 1/R: 3.120
Local length variance: 0.7200 nm^2
Local length SD: 0.8485 nm
Averaged length variance: 0.2308 nm^2
AVERAGED LENGTH SD: 0.4804 nm
Averaged length SD, simulated edges: 0.481 nm
Number of simulated gates: 40000
SD from wide-gate limit: 0.5367 nm
Wide-gate limit error: 11.7 %
SD from naive count W/Lam: 0.3795 nm
Naive count error: -21.0 %
Edge rms about own 100 nm mean: 0.4946 nm
Ensemble rms if 0.6 nm is about own mean: 0.7279 nm
Averaged SD in that case: 0.5828 nm
Edge correlation magnitude tried: 0.5
Averaged SD, positive edge correlation: 0.3397 nm
Averaged SD, negative edge correlation: 0.5884 nm
Averaged SD, Gaussian-shaped correlation: 0.4759 nm
Mean conductance-length shift, slices: -0.0240 nm
Shortest roughness wavelength kept: 2.0 nm
Fraction of roughness variance kept: 0.990
Rms edge slope with cutoff: 0.187
Mean shift with sideways current: -0.1016 nm
Threshold slope: 5.0 mV/nm
Subthreshold ideality factor: 1.4
Leakage exponent b at 300 K: 0.1381 1/nm
Mean leakage-length shift at 300 K: -0.0338 nm
Simulated leakage-length SD at 300 K: 0.481 nm
Leakage exponent b at 358 K: 0.1158 1/nm
Mean leakage-length shift at 358 K: -0.0283 nm
Simulated leakage-length SD at 358 K: 0.481 nm
Grain size: 5.0 nm
Work-function contrast as voltage: 200 mV
Fraction of high-work-function grains: 0.6
Number of grains: 120
Threshold SD from averaged length: 2.40 mV
Threshold SD from grains: 8.94 mV
ALL CHECKS PASSED
```
